# Polarisation from a trilinear coupling, and its survival in depolarising fields, part 2

Two nonpolar modes with dimensionless amplitudes $Q_1,Q_2$ induce a polarisation $P$ whose own lattice mode is stable. Does a uniform film keep this polarisation against its depolarising field?

In a field $E$ the energy density is $F=U+\tfrac12\kappa P^2-\gamma PQ_1Q_2-EP$, with $\kappa,\gamma>0$ and

$$U=\tfrac12a_1Q_1^2+\tfrac12a_2Q_2^2+\tfrac14b_1Q_1^4+\tfrac14b_2Q_2^4+\tfrac12cQ_1^2Q_2^2. \tag{2}$$

Relaxing $P$ gives

$$R=U-\frac{\gamma^2}{2\kappa}Q_1^2Q_2^2-\frac{\gamma E}{\kappa}Q_1Q_2-\frac{E^2}{2\kappa}. \tag{4}$$

With $x=Q_1^2$, $y=Q_2^2$, $c'=c-\gamma^2/\kappa$ and $\Delta=b_1b_2-c'^2>0$, at $E=0$

$$R=\tfrac12(a_1x+a_2y)+\tfrac14(b_1x^2+b_2y^2+2c'xy),\qquad x,y\ge0. \tag{6}$$

The state with both modes has

$$x=\frac{c'a_2-b_2a_1}{\Delta},\qquad y=\frac{c'a_1-b_1a_2}{\Delta}. \tag{9}$$

Its susceptibility $\chi=dP/dE$ is

$$\chi=\frac1\kappa+\frac{\gamma^2}{\kappa^2}\,\frac{b_1x^2+b_2y^2-2c'xy}{2xy\Delta}. \tag{13}$$

With $Q_1$ alone, $x=x_1=-a_1/b_1$ and

$$\chi=\frac1\kappa+\frac{\gamma^2x_1}{\kappa^2}\,\frac1{a_2+c'x_1}. \tag{14}$$

The film has thickness $d$, $P$ along its normal, background permittivity $\varepsilon_b$, and short-circuited electrodes with surface charge density $\sigma$ and effective screening length $\lambda$ each. Its depolarising field is

$$E=-KP,\qquad K=\frac1{\varepsilon_0(\varepsilon_b+r)},\qquad r=\frac d{2\lambda}. \tag{15}$$

The field energy $\tfrac12KP^2$ replaces $\kappa$ by $\kappa+K$, also in $c'$, so $P=\gamma Q_1Q_2/(\kappa+K)$. At open circuit $\sigma=0$ and $K=K_{\rm oc}=1/(\varepsilon_0\varepsilon_b)$.

Call states with $Q_1Q_2=0$ the axes. If the lowest minimum of $U$ alone lies off the axes and below every state on them, two wells with opposite $P\ne0$ survive for every finite $K\ge0$. A uniform path between them crosses an axis, where the relaxed energy does not depend on $K$.

Energy densities and the coefficients in $U$ are in eV/nm³, $P$ in $e$/nm² ($1\,e/\mathrm{nm}^2=16.02\ \mu\mathrm{C/cm}^2$), $\kappa$ and $K$ in V nm/$e$, $\gamma$ in V/nm; 1 V/nm is 10 MV/cm. The example has $a_1=-6$, $a_2=-3$, $b_1=6$, $b_2=4$, $c=1.8$, $\kappa=0.603$, $\gamma=0.5$. The first-order case in the numerical output adds $\frac16h(Q_1^2+Q_2^2)^3$ to $U$.

### The same fact seen along the polarisation axis

Hold $P$ fixed and let the modes relax. At $P=0$ the minima of $U$ with $Q_1Q_2=+w$ and $Q_1Q_2=-w$ are degenerate. A small $P$ favours the one whose product has the sign of $P$. To first order the energy changes by the coupling evaluated in the unperturbed state, so

$$G(P)=\min U-\gamma w|P|+O(P^2). \tag{17}$$

The depolarising energy $\frac12KP^2$ is quadratic. It cannot cancel a term linear in $|P|$. A proper ferroelectric has $-\frac12|\alpha|P^2$ in place of the cusp, which a large enough $K$ does cancel.

For the quartic parameters of the first half, with $a_1=-6$ and $a_2=-3$ eV/nm³, setting $c'=c$ in (9) gives $x=0.896$ and $y=0.347$ for $U$ alone. Then $w=0.557$ and the slope is $-\gamma w=-0.279$ V/nm. The energies computed at open circuit give the same slope.

### How much of the barrier remains

The energy along the easiest uniform path follows by relaxing $x$ at fixed $y$ in (6). The condition is $x=-(a_1+c'y)/b_1$. Inserting it turns the terms with $x$ into $-(a_1+c'y)^2/(4b_1)$. Collecting powers of $y$,

$$W(y)=-\frac{a_1^2}{4b_1}+\tfrac12Ay+\tfrac14By^2,\qquad A=a_2-\frac{c'a_1}{b_1},\quad B=b_2-\frac{c'^2}{b_1}. \tag{18}$$

When $A<0$ and $B>0$, $W$ falls steadily from $y=0$ to its minimum at $y=-A/B$. The barrier between the wells is the depth of this minimum, provided that the state with $Q_1$ alone is the lowest one on the axes. Here it is: $-a_1^2/(4b_1)=-1.50$ against $-a_2^2/(4b_2)=-0.56$ eV/nm³. The depth is $A^2/(4B)$, or, multiplied out,

$$\mathcal B=\frac{(a_2b_1-c'a_1)^2}{4b_1(b_1b_2-c'^2)},\qquad c'=c-\frac{\gamma^2}{\kappa+K}. \tag{19}$$

To see that $\mathcal B$ shrinks, note that the top of the barrier does not depend on $K$. The bottom depends on $K$ explicitly through $\frac12KP^2$; its dependence through the relaxed variables drops out, since the energy is stationary in them. Therefore

$$\frac{d\mathcal B}{dK}=-\tfrac12P^2<0. \tag{20}$$

As $K$ grows, $P$ falls towards zero as $1/(\kappa+K)$, and the barrier tends to (19) with $c'=c$. If $U$ alone prefers both modes, that limit is positive.

### A worked film

The parameters are round numbers in the rough regime of a layered perovskite such as Ca₃Ti₂O₇, where the polarisation is of order 10 μC/cm² and the switching barrier is some tens of meV per formula unit. The formula-unit volume is 0.14 nm³, $\varepsilon_b=5$ and $\lambda=0.02$ nm. Since $1/(\varepsilon_0\kappa)=30$, we have $1/\varepsilon_0=18.1$ V nm/$e$. A 5 nm film has $r=125$ and $K=18.1/130=0.139$ V nm/$e$. At open circuit $K=18.1/5=3.62$ V nm/$e$.

| Film | $P$ (μC/cm²) | Field (MV/cm) | Barrier (meV) |
|---|---|---|---|
| short circuit | 8.3 | 0 | 24.8 |
| 20 nm | 7.8 | 0.18 | 24.2 |
| 5 nm | 6.6 | 0.58 | 22.7 |
| 2 nm | 5.2 | 1.07 | 20.9 |
| open circuit | 1.08 | 2.4 | 15.9 |

The barrier is per formula unit, and "short circuit" means perfect screening, $K=0$.

The open-circuit row can be followed by hand. The total stiffness is $0.603+3.619=4.222$ V nm/$e$, so $c'=1.8-0.25/4.222=1.741$ eV/nm³. Then

$$\mathcal B=\frac{(-18+10.445)^2}{24\,(24-3.03)}=0.1134\ \mathrm{eV/nm^3},$$

and multiplication by 0.14 nm³ gives 15.9 meV. With $Q_1=0.946$ and $Q_2=0.600$, $P=0.5\times0.568/4.222=0.0673\ e/\mathrm{nm}^2=1.08\ \mu\mathrm{C/cm}^2$.

From perfect screening to open circuit the polarisation falls by a factor 7.7. The ratio of stiffnesses supplies 7.0 of this, and the reduction of the amplitudes supplies the remaining 1.1. The barrier loses 36%. In the limit $K\to\infty$, which lies beyond any real film, it would still be 14.6 meV with $P=0$.

The charge that flows in the external circuit is governed by $\sigma=P(1-K/K_{\rm oc})$, and not by $P$ itself. It vanishes at open circuit although the lattice remains polar.

### When the well can be removed

Suppose now that $U$ alone prefers the state with only $Q_1$, and that the mixed state owes its existence to the coupling. In the quartic model this means $a_2+cx_1>0$ but $a_2+c'x_1<0$ at $K=0$. The quantity $A$ in (18) equals $a_2+c'x_1$, and it rises with $K$. With $\Delta>0$ the amplitude $Q_2$ goes continuously to zero when $A=0$:

$$a_2+cx_1=\frac{\gamma^2x_1}{\kappa+K}\quad\Rightarrow\quad\kappa+K_c=\frac{\gamma^2x_1}{a_2+cx_1}. \tag{21}$$

This is the condition for the divergence in (14), with $\kappa$ replaced by $\kappa+K$. A film reaches it only if $K_c\le K_{\rm oc}$; otherwise the well survives even at open circuit.

Keep all parameters except $a_2=-1.5$ eV/nm³. Then $a_2+cx_1=0.3$ eV/nm³ and $\kappa+K_c=0.25/0.3=0.833$ V nm/$e$, so $K_c=0.230$ V nm/$e$. Equation (15) gives $r=18.1/0.230-5=73.6$ and a critical thickness $d=2\lambda r=2.9$ nm. Thinner films of this kind have no uniform polarisation. For $a_1$ and the other coefficients held fixed, the well is robust among uniform states for $-13.3<a_2<-1.8$ eV/nm³ and coupling-driven for $-1.8<a_2<-1.386$ eV/nm³. The lower limit is $b_2a_1/c$, where $x$ in (9) with $c'=c$ reaches zero; below it $U$ alone prefers the state with only $Q_2$, and a second coupling-driven range extends down to $b_2a_1/c'=-17.3$ eV/nm³, with $c'$ taken at $K=0$.

A proper ferroelectric with energy $-\frac12|\alpha|P^2+\frac14\beta P^4$ loses its wells at $K=|\alpha|$. At the bottom of its well $\beta P^2=|\alpha|$, so the curvature there is $-|\alpha|+3\beta P^2=2|\alpha|$. Choose $|\alpha|=\kappa/2=0.302$ V nm/$e$, so that this curvature equals $\kappa$, and keep $\varepsilon_b$ and $\lambda$. Then $r=60-5=55$ and the critical thickness is 2.2 nm. This does not make the coupling-driven film the more fragile in general, because the order depends on what is held equal. The curvature $\kappa$ belongs to the bare polar mode, and the coupling-driven well is softer: at short circuit (13) gives $\chi/\varepsilon_0=83$. A proper film with that susceptibility has $|\alpha|=1/(2\chi)$, so $r=2\times83-5=161$, and it loses its wells already below about 6.5 nm. What the example does show is that the name "improper" alone does not guarantee stability in thin films.

### What the uniform film leaves out

**Switching field.** A field opposed to the initial $P$ finally destabilises the uniform state. Take $E>0$, $Q_1>0$ and $Q_2=-\sqrt y$, at $K=0$. The stationarity conditions of (4) are
$$(a_1+b_1x+c'y)Q_1=\frac{\gamma E}{\kappa}Q_2,\qquad(a_2+b_2y+c'x)Q_2=\frac{\gamma E}{\kappa}Q_1.$$
Multiplying the first by $Q_1$ and the second by $Q_2$ makes the right sides equal, so $a_1x+b_1x^2=a_2y+b_2y^2$. This fixes $x$ for each $y$. The second condition then gives
$$E=-\frac\kappa\gamma(a_2+b_2y+c'x)\sqrt{y/x}.$$
The largest $E$ along this branch is 5.3 MV/cm. What switches there is the sign of $Q_1Q_2$. The lattice polarisation, which also responds linearly to the field, has already passed through zero near 2.8 MV/cm. This is the limit for switching everywhere at once, without nuclei or walls.

**Breakdown and free charge.** The open-circuit field of 2.4 MV/cm exceeds a rough breakdown field of 1 MV/cm. That value need not apply to films of a few nanometres: the 2 nm film in the table has only 0.2 V across it, far too little to lift an electron across the gap. With a rough gap of 4 eV, the open-circuit voltage reaches the gap at $d=4/0.243=16$ nm. In thicker films electrons can lower their energy by crossing from one surface to the other, which adds screening and reduces $K$.

**Temperature.** At 300 K, $k_BT=25.9$ meV, about the barrier of one formula unit. A barrier of $40k_BT$ requires some 42 units switching together at short circuit and 65 at open circuit. The coefficients should be read as effective ones at the temperature of use.

**Stripe domains.** Give $Q_2$ a gradient energy $\frac12g|\nabla Q_2|^2$ with $g=0.1$ eV/nm, a model value, and consider a wall in which $Q_2$ reverses while $Q_1$ keeps its sign, with $Q_1$ and $P$ following locally. A wall in which $Q_1$ reverses would need a gradient energy for $Q_1$, which is not modelled here. By (18) the energy above the well bottom is $\frac14B(q^2-Q_2^2)^2$, where $q=0.662$ is the equilibrium $Q_2$. In the lowest-energy wall of this kind the gradient energy equals this excess at each point, so the wall energy is
$$\sigma_w=\int_{-q}^{q}\sqrt{\tfrac12gB}\,(q^2-Q_2^2)\,dQ_2=\tfrac43q^3\sqrt{\tfrac12gB}.$$
With $B=3.68$ eV/nm³ this is 0.166 eV/nm², or 27 mJ/m². The half-width of the wall, $\sqrt{2g/B}/q=0.35$ nm, is less than a lattice period, so this continuum value gives only the scale.

Stripes of width $w$ carry surface charge $\pm P$ in turn. Its harmonics have odd $n$, amplitude $4P/(\pi n)$ and wavevector $k=n\pi/w$. Let there be vacuum outside the film, and let $z$ be the distance from the surface along its normal. Each harmonic produces a potential that decays as $e^{-k|z|}$ on both sides, with amplitude equal to that of the charge divided by $\varepsilon_0(1+\varepsilon_b)k$. Half the mean product of charge and potential, summed with $\sum_{\rm odd}n^{-3}=\frac78\zeta(3)$ and doubled for two surfaces, gives the energy per area
$$SP^2w,\qquad S=\frac{7\zeta(3)}{\pi^3\varepsilon_0(1+\varepsilon_b)}.$$
The cost per volume is $\sigma_w/w+SP^2w/d$. It is least at $w=\sqrt{\sigma_wd/(SP^2)}$, where it equals $2P\sqrt{\sigma_wS/d}$. The uniform open-circuit film pays $24.8-15.9=8.9$ meV per formula unit. With these expressions stripes are cheaper above $d=36$ nm, where they are 5 nm wide. Here $P$ was kept at its short-circuit value and the attraction between opposite surfaces was ignored. Both choices overestimate the cost of stripes, and the first does so strongly. If $P$ may respond to the stray field while $Q_1$ and $Q_2$ stay fixed, the permittivity along $P$ is $5+30=35$. The factor $1+\varepsilon_b=6$ in $S$ then becomes $1+\sqrt{5\times35}=14.2$, and the crossing thickness, which is proportional to $S$, falls to about 15 nm. For this wall energy, stripes therefore win at the latest from about 15 nm upwards.

The uniform state need not even remain a local minimum. A modulation in the film plane that is short compared with the thickness escapes most of the depolarising field, so it meets the stiffness $\kappa$ rather than $\kappa+K$. At open circuit this lowers the stiffness of $Q_2$ by about $\gamma^2x_1[1/\kappa-1/(\kappa+K_{\rm oc})]=0.36$ eV/nm³, to be set against its uniform stiffness $2|A|$ plus the gradient cost. For $a_2=-3$ eV/nm³ the uniform state stays stable. For $a_2$ between about $-1.9$ and $-1.8$ eV/nm³, where the uniform well survives, a thick enough open-circuit film breaks into stripes without a barrier; at $a_2=-1.81$ eV/nm³ a 20 nm film does and a 5 nm film does not.

**Clamped surfaces.** If the surfaces force $Q_2=0$, its lowest profile is $\sin(\pi z/d)$, which adds $g\pi^2/d^2$ to the stiffness $A$. At open circuit $A=-3+1.741=-1.26$ eV/nm³, and the mode is suppressed below $d=\pi\sqrt{g/|A|}=0.9$ nm. This is less than two lattice periods, so the continuum estimate gives only the scale. The polarisation then disappears mainly through the loss of its nonpolar cause. The depolarising field only shifts the limit: without it $A=-1.61$ eV/nm³ and the thickness is 0.8 nm.

### Beside real films

Ca₃Ti₂O₇ has its polar axis in the layer plane, so a film grown with the layers parallel to the substrate has no depolarising field of the kind treated here. The example supposes a cut with $P$ along the normal.

Even in that cut the model leaves out a route that the real crystal has. The octahedral tilt in Ca₃Ti₂O₇ has two equivalent directions in the layer plane, and the single amplitude used here stands for only one of them. The tilt can turn from one direction to the other without vanishing. This turns $P$ into the plane of the film, where it has no depolarising field. The barriers in the table belong to the path on which a mode passes through zero, and turning the tilt can cost less. In a poorly screened film the state with $P$ along the normal may even be unstable against it. The results apply directly only where each mode has a single component, or where strain holds the direction of the tilt.

Real films also depart from the assumption of uniformity. For the model parameters the uniform switching field of 5.3 MV/cm exceeds the rough breakdown field used above. A film to which that breakdown field applies, and which switches without damage, must do so by another route, such as nucleation and wall motion or a turning of the tilt. The screening length also matters: $K$ depends on $d/\lambda$, so an electrode with $\lambda=0.1$ nm would raise the critical thicknesses of the uniform state, 2.9 and 2.2 nm, fivefold. These thicknesses concern the uniform state only. Whether stripes survive in thinner films depends on the gradient energies and on the permittivity in the film plane, and is not settled here. The remaining values are in the numerical output below.

For choosing a material, a sufficient condition in this model is that the state of lowest energy contains both nonpolar modes even without help from $P$. Among uniform states the film then keeps its two polar wells at any screening, as long as its surfaces and strain leave those modes intact and neither mode can turn into another direction. This does not protect a single-domain state against stripes: under poor screening they can lie lower in energy, and if the preference for both modes is only slight they can form without a barrier.

## Computed results

```
a1, a2, b1, b2, c = -6.0, -3.0, 6.0, 4.0, 1.8 eV/nm^3
coupling gamma = 0.5 V/nm; kappa = 0.6032 V nm/e
lattice susceptibility 1/(eps0 kappa) = 30.0; eps_b = 5.0
screening length per electrode = 0.02 nm; formula-unit volume = 0.14 nm^3
prototype a1=0.5, a2=0.8 eV/nm^3: destabilising field = 7.63 MV/cm
joint condensation, a1 and a2 scaled by 1: chi/eps0 = 33.230
joint condensation, a1 and a2 scaled by 0.1: chi/eps0 = 33.230
joint condensation, a1 and a2 scaled by 0.001: chi/eps0 = 33.230
sequential case: Q2 condenses at a2 = -1.3855 eV/nm^3
  distance 0.1 eV/nm^3: chi/eps0 above, below = 154.3, 91.0
  distance 0.01 eV/nm^3: chi/eps0 above, below = 1273.4, 650.5
  distance 0.001 eV/nm^3: chi/eps0 above, below = 12464.3, 6246.0
first-order case: a1=a2=0.09375, b1=b2=4, h=2 eV/nm^3, c=-5.5855 eV/nm^3
  Q1^2 = 0.1875; chi/eps0 prototype, ordered = 30.00, 42.43
film: K (V nm/e), Q1, Q2, P (uC/cm^2), |E_dep| (MV/cm), barrier (meV per f.u.)
  short circuit: 0.0000, 0.9480, 0.6624, 8.339, 0.000, 24.79
  d = 20 nm: 0.0358, 0.9477, 0.6585, 7.824, 0.175, 24.15
  d = 5 nm: 0.1392, 0.9472, 0.6495, 6.638, 0.577, 22.69
  d = 2 nm: 0.3290, 0.9466, 0.6378, 5.189, 1.066, 20.91
  open circuit: 3.6190, 0.9463, 0.6002, 1.078, 2.434, 15.88
limit K to infinity: barrier = 14.57 meV per f.u., P = 0
cusp slope at P=0, open circuit: -0.2785 V/nm
coupling-triggered case, a2 = -1.5 eV/nm^3: short-circuit P = 2.33 uC/cm^2
  critical K = 0.2302 V nm/e; critical thickness = 2.94 nm
proper case, |alpha| = 0.3016 V nm/e: critical thickness = 2.20 nm
uniform coercive field, short circuit = 5.34 MV/cm
rough breakdown field (input) = 1.0 MV/cm; rough gap (input) = 4.0 eV
open-circuit voltage reaches the gap at d = 16.4 nm
kT at 300 K = 25.85 meV; formula units for a 40 kT barrier: short 42, open 65
gradient stiffness (input) = 0.1 eV/nm; wall energy = 0.1662 eV/nm^2 = 26.6 mJ/m^2
open-circuit energy cost of the uniform state = 8.91 meV per f.u.
stripes cost less than the uniform open-circuit state above d = 36.4 nm (width there 5.2 nm)
surface clamping of Q2 removes P below d = 0.89 nm (open circuit)
```
